# Element balances and exhaust flow of a dissociating plasma at fixed pressure

A reactor at 5 Pa receives 100 µmol/s of gas, 80% of it a diatomic molecule A$_2$ and the rest inert. With the plasma on and the pressure still 5 Pa, 138.5 µmol/s leaves. Just after the plasma is switched on, if an ideally fast valve holds the pressure, the exhaust carries 292 µmol/s, although splitting every fed molecule into atoms would give a steady flow of 180 µmol/s. No atoms are created. Two accounts are needed to explain these numbers: one for atoms, which are conserved, and one for gas particles, which are not.

## 1. Pure A$_2$: counting atoms

Take the reactor as a control volume ending at its exit, before any reaction in the pump line. All flows are molar flows of particles: one mole of A$_2$ and one mole of A each count as one mole of gas. The neutral gas is ideal. Charged particles are neglected in the particle count and in the pressure, which requires weak ionization and an electron pressure small compared with the gas pressure.

Let $F_{\rm in}$ be the feed of pure A$_2$. In steady state, and with no atoms retained by the walls, as many A atoms leave as enter:

$$2F_{\rm A_2}+F_{\rm A}=2F_{\rm in}.$$

Define $\alpha$ as the fraction of the fed A$_2$ that leaves as atoms. Then $F_{\rm A_2}=(1-\alpha)F_{\rm in}$, and the atom balance gives

$$F_{\rm A}=2F_{\rm in}-2(1-\alpha)F_{\rm in}=2\alpha F_{\rm in}.$$

The exhaust flow is the sum of the two:

$$F_{\rm out}=(1-\alpha)F_{\rm in}+2\alpha F_{\rm in}=(1+\alpha)F_{\rm in}.$$

Each fed molecule that leaves as two atoms adds one particle. The pressure does not appear, so fixing it is not the cause of the steady increase. It can affect the flow through $\alpha$.

**Limits.** For $\alpha=0$ the flow equals the feed; for $\alpha=1$ it doubles. A numerical case with very fast dissociation and no wall recombination gives $F_{\rm out}/F_{\rm in}=1.996$, just below two.

## 2. Adding an inert gas

Let $y$ be the mole fraction of A$_2$ in the feed. The three outflows are

$$F_{\rm A_2}=y(1-\alpha)F_{\rm in},\qquad F_{\rm A}=2y\alpha F_{\rm in},\qquad F_{\rm I}=(1-y)F_{\rm in}.$$

Their sum is

$$F_{\rm out}=\left[y-y\alpha+2y\alpha+1-y\right]F_{\rm in}=(1+y\alpha)F_{\rm in}.$$

The exhaust composition gives the same ratio without knowledge of $\alpha$. The mole fraction of atoms in the exhaust is

$$x_{\rm A}=\frac{F_{\rm A}}{F_{\rm out}}=\frac{2y\alpha}{1+y\alpha},$$

so that

$$1-\frac{x_{\rm A}}{2}=\frac{1+y\alpha-y\alpha}{1+y\alpha}=\frac{1}{1+y\alpha},
\qquad
\frac{F_{\rm out}}{F_{\rm in}}=\frac{1}{1-x_{\rm A}/2}.$$

The dilution has dropped out of the last formula. The inert gas offers a second route, since its flow is unchanged: $x_{\rm I}F_{\rm out}=(1-y)F_{\rm in}$.

In the example $x_{\rm A}=0.556$ and $x_{\rm I}=0.144$. The atoms give $1/(1-0.278)=1.385$, and the inert gas gives $0.2/0.1444=1.385$. In standard flow units, defined at 0 °C and 1 atm, the rise is from 134.5 to 186.3 sccm.

**Limits.** For $y\to0$ the flow ratio tends to one however complete the dissociation. For $\alpha\to1$ it tends to $1+y$. This is the steady ceiling of 180 µmol/s in the example.

## 3. What fixed pressure does to the steady state

To find $\alpha$, a rate model is needed. The reactor has volume $V$, uniform constant temperature $T$, and well-mixed contents $N_j$ in moles. Dissociation proceeds at the rate $kN_{\rm A_2}$. Atoms are lost at the walls at the rate $wN_{\rm A}$ and return as A$_2$ at half that rate. The frequencies $k$ and $w$ are prescribed. In a real discharge $k$ depends on the electron density and energy, and may change with pressure.

At pressure $p$ the total content is

$$N=\frac{pV}{RT}.$$

For 20 L, 5 Pa and 500 K this is $5\times0.020/(8.314\times500)$ mol, or 24.05 µmol. Define two residence times,

$$\tau_0=\frac{N}{F_{\rm in}},\qquad \tau=\frac{N}{F_{\rm out}}=\frac{\tau_0}{1+y\alpha}.$$

The first applies without plasma. The second is shorter because the same content is carried away by a larger flow.

Assume that the pump takes all species in proportion to their reactor mole fractions. Then $F_j=F_{\rm out}N_j/N=N_j/\tau$, and the outflows of section 2 give

$$N_{\rm A_2}=\tau y(1-\alpha)F_{\rm in},\qquad N_{\rm A}=2\tau y\alpha F_{\rm in}.$$

Each dissociation makes two atoms, so the steady balance of free atoms is

$$0=2kN_{\rm A_2}-wN_{\rm A}-\frac{N_{\rm A}}{\tau}.$$

Insert the contents and divide by $2yF_{\rm in}$:

$$k\tau(1-\alpha)=\alpha(1+w\tau).$$

Now replace $\tau$ by $\tau_0/(1+y\alpha)$ and multiply by $1+y\alpha$:

$$k\tau_0(1-\alpha)=\alpha(1+y\alpha+w\tau_0).$$

Collecting powers of $\alpha$ gives

$$y\alpha^2+b\alpha-k\tau_0=0,\qquad b=1+(k+w)\tau_0.$$

The left side is $-k\tau_0<0$ at $\alpha=0$ and $y+1+w\tau_0>0$ at $\alpha=1$. It increases between them, so there is one physical root. Multiplying numerator and denominator of the usual quadratic formula by $b+\sqrt{b^2+4yk\tau_0}$ puts it in a form that is also safe for small $y$:

$$\alpha=\frac{2k\tau_0}{b+\sqrt{b^2+4yk\tau_0}}.$$

For $k=10$ s$^{-1}$ and $w=5$ s$^{-1}$, $\tau_0=0.2405$ s gives $k\tau_0=2.405$ and $b=4.608$. Hence

$$\alpha=\frac{4.811}{4.608+\sqrt{21.23+7.70}}=0.4817,
\qquad 1+0.8\times0.4817=1.385.$$

Integrating the species balances with a pressure-controlled valve gives 138.5 µmol/s. A random simulation of single particles, which does not use the formula for $\alpha$, gives a ratio of 1.384.

The fraction $\alpha$ does not count dissociation events. The exhaust fraction of A$_2$ is $1-0.5563-0.1444=0.2993$, so dissociation runs at $10\times0.2993\times24.05=72.0$ µmol/s. Recombination removes $\tfrac12\times5\times0.55634\times24.054=33.5$ µmol/s of particles. The difference, 38.5 µmol/s, is the extra exhaust flow. Some molecules are split, rebuilt at the wall and split again.

**Comparison with a fixed valve.** The volumetric pumping speed is

$$S=\frac{F_{\rm out}}{N/V}=\frac{F_{\rm out}RT}{p}.$$

To hold 5 Pa, it must rise from 83.1 to 115.2 L/s. Suppose instead that the valve stays where it was, and that its volumetric speed does not depend on pressure or composition. Then $S$ is constant and the residence time $V/S$ remains $\tau_0$. The atom balance then reads $k\tau_0(1-\alpha)=\alpha(1+w\tau_0)$, with solution

$$\alpha_{\rm valve}=\frac{k\tau_0}{1+(k+w)\tau_0}=\frac{2.405}{4.608}=0.522.$$

At constant $S$ and $T$ the pressure is proportional to $F_{\rm out}$. It therefore rises by the factor $1+y\alpha_{\rm valve}$, from 5 to 7.09 Pa, and the exhaust flow becomes 141.8 µmol/s. The pressure figure is sensitive to the assumption of constant $S$. If the valve passes lighter gas faster, with $S$ proportional to the inverse square root of the mean particle mass and the inert gas as heavy as A$_2$, the pressure rises only to 5.9 Pa and the flow is 140.2 µmol/s.

The steady increase is thus present with either kind of pumping, and in this model it is smaller at fixed pressure. The reason follows from the atom balance solved for general $\tau$:

$$\alpha(\tau)=\frac{k\tau}{1+(k+w)\tau},\qquad
\frac{d\alpha}{d\tau}=\frac{k}{[1+(k+w)\tau]^2}>0.$$

Pressure control shortens $\tau$, and a shorter stay lowers $\alpha$. This comparison holds $k$ and $w$ the same in both cases. The margin is small. Setting $\alpha_{\rm valve}=0.4817$ gives $k\tau_0=\alpha(1+w\tau_0)/(1-\alpha)=2.05$, or $k=8.5$ s$^{-1}$. A fall of $k$ by 15% over the pressure rise, roughly $k\propto p^{-1/2}$, is enough to reverse the order, so the ordering should not be carried over to a real discharge without knowing $k(p)$.

**Limits.** For $y\to0$ the square root tends to $b$, and the fixed-pressure result becomes the fixed-valve one: a dilute reactant cannot alter the total flow. For $w\to\infty$, $\alpha\to0$ because atoms recombine before leaving. For $k\to\infty$ at finite $w$, $\alpha\to1$.

## 4. Switching the plasma: the overshoot

The steady ceiling does not apply while the contents are changing. The total particle balance is

$$\frac{dN}{dt}=F_{\rm in}-F_{\rm out}+kN_{\rm A_2}-\frac{w}{2}N_{\rm A}.$$

Dissociation turns one particle into two, a gain of one. Recombination turns two atoms into one molecule, a loss of half a particle per atom consumed.

An ideal fast valve holds $p$ constant. With $V$ and $T$ also constant, $dN/dt=0$ even though the composition evolves, and so at every instant

$$F_{\rm out}=F_{\rm in}+kN_{\rm A_2}-\frac{w}{2}N_{\rm A}.$$

Here fixed pressure has a direct effect: each net particle made must be matched at once by one leaving.

**Plasma on.** At the first instant $N_{\rm A_2}=yN$ and $N_{\rm A}=0$, so

$$F_{\rm out}(0^+)=F_{\rm in}+kyN=F_{\rm in}(1+yk\tau_0).$$

In the example this is $100+10\times0.8\times24.05=292$ µmol/s. It exceeds the steady ceiling $F_{\rm in}(1+y)$ whenever $k\tau_0>1$. "First instant" means a time long compared with the valve response and short compared with the times over which the composition changes. Reaching this flow requires the pumping speed to jump from 83 to 243 L/s in a time much shorter than $1/k=0.1$ s. A valve whose response time is an appreciable fraction of $1/k$ already lets the pressure rise and gives a lower peak flow. With a valve several times slower than $1/k$ the peak need not exceed the steady ceiling.

The atom account shows where this flow comes from. The first exhaust still has the feed composition, so it carries $2\times0.8\times292.4=468$ µmol/s of A atoms against 160 µmol/s fed. The surplus is drawn from the reactor's stock, at this instant entirely as molecules that have not been split.

The stock sets the total surplus. Before ignition the reactor holds $2yN$ moles of A atoms, free or bound. In the final steady state A atoms leave at the rate $2yF_{\rm in}$ and stay for $\tau$, so the stock is $2yF_{\rm in}\tau=2yN/(1+y\alpha)$. The excess expelled while settling is the difference:

$$\Delta N_{\rm atoms}=2yN\left(1-\frac{1}{1+y\alpha}\right)=2yN\,\frac{y\alpha}{1+y\alpha}.$$

This is $38.5\times0.385/1.385=10.7$ µmol, in agreement with the integrated outflow.

With a fixed valve there is no jump. At the moment of ignition both $N$ and $S$ are unchanged, so $F_{\rm out}=SN/V$ still equals $F_{\rm in}$, and the pressure then starts to rise.

**Plasma off.** Dissociation stops while the atoms are still present. With $N_{\rm A}=2\tau y\alpha F_{\rm in}$,

$$F_{\rm out}=F_{\rm in}-\frac{w}{2}N_{\rm A}=F_{\rm in}(1-y\alpha w\tau).$$

Here $\tau=0.1736$ s, and $1-0.3854\times0.8682=0.665$. The printed flow is 66.5 µmol/s, below the feed because recombination is removing particles. If $y\alpha w\tau>1$, the formula asks for a negative exhaust flow. The valve can do no more than close, and the pressure dips.

**Heating.** If the temperature also changes at fixed pressure, $N=pV/RT$ gives $dN/dt=-(N/T)\,dT/dt$. The exhaust flow then gains the term $(N/T)\,dT/dt$. A gas that warms after ignition adds this thermal expulsion to the chemical one. The term vanishes in steady state and is absent from the numbers above, which take the gas to be at 500 K before and after ignition. The final temperature still affects the steady flow through $N$ and $\tau_0$: with the same $k$, $w$ and $p$ it is 143.1 µmol/s at 300 K and 133.5 µmol/s at 800 K.

## 5. Any set of species and elements

Let $\nu_{jr}$ be the change in species $j$ per unit of reaction $r$, and $R_r$ the rate of that reaction in mol/s, whether in the gas or at a wall. For each gas species,

$$\frac{dN_j}{dt}=F_j^{\rm in}-F_j^{\rm out}+\sum_r\nu_{jr}R_r.$$

Let $a_{ej}$ be the number of atoms of element $e$ in species $j$. Multiply by $a_{ej}$ and sum over the gas species:

$$\frac{dN_e}{dt}=\sum_j a_{ej}\left(F_j^{\rm in}-F_j^{\rm out}\right)+\sum_r R_r\sum_{j\in\rm gas}a_{ej}\nu_{jr}.$$

A reaction conserves atoms when gas and wall-bound species are counted together:

$$\sum_{j\in\rm gas}a_{ej}\nu_{jr}+\sum_{s\in\rm wall}a_{es}\nu_{sr}=0.$$

The last term of the element balance is therefore minus the rate at which atoms become bound to walls. Call that rate $W_e$:

$$W_e=\sum_r R_r\sum_{s\in\rm wall}a_{es}\nu_{sr},\qquad
\frac{dN_e}{dt}=\sum_j a_{ej}\left(F_j^{\rm in}-F_j^{\rm out}\right)-W_e.$$

Deposition has $W_e>0$; etching that releases $e$ has $W_e<0$. Pure gas reactions have cancelled, whatever their rates.

For steady gas contents set $dN_e/dt=0$ and write $F_j^{\rm out}=x_jF_{\rm out}$, with $x_j$ the exhaust mole fractions. For any element present in the exhaust,

$$F_{\rm out}=\frac{\sum_j a_{ej}F_j^{\rm in}-W_e}{\sum_j a_{ej}x_j}.$$

The numerator is the flow of atoms that must leave; the denominator is their number per exhaust particle. If no element is retained, summing the balances over $e$ gives

$$\frac{F_{\rm out}}{F_{\rm in}}=\frac{\text{mean atoms per feed particle}}{\text{mean atoms per exhaust particle}}.$$

**Return to the simple case.** For A$_2$ with inert gas, the A balance has the numerator $2yF_{\rm in}$ and the denominator $2x_{\rm A_2}+x_{\rm A}$. From section 2 the denominator is $[2y(1-\alpha)+2y\alpha]/(1+y\alpha)=2y/(1+y\alpha)$. The ratio is again $1+y\alpha$.

**A second case, AB$_4$.** The feed is 100 µmol/s of a model molecule AB$_4$, with the same gas content as before. The reactions are

- AB$_4\to$ AB$_3+$ B and AB$_3\to$ AB$_2+$ B, each adding one particle;
- 2B $\to$ B$_2$ at the wall and AB$_3+$ B $\to$ AB$_4$, each removing one.

The integrated exhaust contains 3.175 atoms per particle, against five in the feed. Thus $F_{\rm out}=100\times5/3.175=157.5$ µmol/s. If this model ran fully to AB$_2+2$B without recombination, the exhaust would have $5/3$ atoms per particle and the flow would triple. The ceiling depends on the fragments that the chemistry can reach.

**Adding a film.** Now let AB$_2$ react at the wall, leaving A in a film and returning B$_2$ to the gas. The exhaust fractions become 0.310 AB$_4$, 0.184 AB$_3$, 0.087 AB$_2$, 0.264 B and 0.154 B$_2$. With the unrounded fractions, one exhaust particle carries on average 0.5817 A atoms and 2.54 B atoms.

No B stays on the wall, so its balance gives the total flow:

$$F_{\rm out}=\frac{4\times100}{2.54}=157.5\ \text{µmol/s}.$$

The A balance then gives the deposition rate:

$$W_{\rm A}=100-157.5\times0.5817=8.4\ \text{µmol/s}.$$

This agrees with the rate of the wall reaction itself. Omitting $W_{\rm A}$ would give $100/0.5817=171.9$ µmol/s, which is 9% above the true flow.

The flow is 157.5 µmol/s with and without the film. In this model the equality follows from the reaction set. The film reaction removes one gas particle, AB$_2$, and supplies one, B$_2$, so it adds nothing directly to the particle balance. Neither AB$_2$ nor B$_2$ takes part in producing or consuming AB$_4$, AB$_3$ or B. At fixed $N$, the balances of those three species and the total balance form a closed set for their contents and $F_{\rm out}$, and the film rate does not enter it. If the film reaction released two B atoms instead, it would add a particle and the argument would fail.

## 6. Where the composition and the flow are measured

The general formula uses exhaust fractions. Sections 3 and 4 and the AB$_4$ cases of section 5 also took them equal to the reactor fractions, which fails when the pump separates species. In free molecular flow through an opening, the removal speed scales as the mean thermal speed, hence as $m^{-1/2}$. An atom A then leaves $\sqrt2$ times faster than A$_2$. Let the inert particle have the mass of A$_2$, and let $z_{\rm A}$ be the atomic fraction in the reactor. Weighting each fraction by its removal speed gives

$$x_{\rm A}=\frac{\sqrt2\,z_{\rm A}}{\sqrt2\,z_{\rm A}+1-z_{\rm A}}.$$

Applying this law to the first example shows a limiting case. At 5 Pa the mean free path is typically a few millimetres, while an opening with the required pumping speed is centimetres wide, so the flow through it would not be free molecular and the real separation would be weaker. With the full $m^{-1/2}$ law, $z_{\rm A}=0.520$ and $x_{\rm A}=0.605$. The exhaust value gives the correct flow, $100/(1-0.3026)=143.4$ µmol/s. The reactor value would give 135.1 µmol/s, about 6% below it. The element balance still holds; what fails is the use of a reactor composition for the stream.

The position of the flow measurement matters too. Suppose that all atoms recombine to A$_2$ in the pump line and none stay on its walls. Applying section 2 to the reactor and line together gives $\alpha=0$ at the far end, so the steady flow there is $F_{\rm in}$. Integration through a second volume with very fast recombination returns 100 µmol/s. A flow measurement at that point would show no steady effect of dissociation, while 138.5 µmol/s was passing the reactor exit.

The numerical output below lists the main inputs and the results for these cases; the remaining inputs are in the program.

## Numbers as computed

```
A2 + INERT MODEL
volume: 20 L
pressure: 5 Pa
gas temperature: 500 K
feed flow: 100 umol/s
A2 fraction of feed y: 0.8
dissociation frequency k: 10 1/s
atomic wall-loss frequency w: 5 1/s
gas content N: 24.05 umol
residence time without plasma tau0: 0.2405 s
k*tau0: 2.405
w*tau0: 1.203
b = 1+(k+w)*tau0: 4.608
alpha, formula: 0.4817
F_out/F_in, formula: 1.385
F_out/F_in, particle simulation: 1.384
F_out, integrated balances: 138.5 umol/s
feed flow (0 C, 1 atm): 134.5 sccm
F_out (0 C, 1 atm): 186.3 sccm
exhaust mole fraction of A: 0.5563
exhaust mole fraction of inert: 0.1444
residence time with plasma: 0.1736 s
pumping speed without plasma: 83.14 L/s
pumping speed with plasma: 115.2 L/s
fixed valve: alpha: 0.522
fixed valve: F_out: 141.8 umol/s
fixed valve: pressure: 7.088 Pa
F_out just after plasma-on: 292.4 umol/s
steady ceiling F_in*(1+y): 180 umol/s
F_out just after plasma-off: 66.54 umol/s
excess A atoms expelled: 10.71 umol
pure A2, k=2000/s, w=0: F_out/F_in: 1.996
selective pump: F_out: 143.4 umol/s
selective pump: x_A in exhaust: 0.6051
selective pump: x_A in reactor: 0.5201
selective pump: F_out misread from reactor: 135.1 umol/s
flow after recombination in pump line: 100 umol/s
AB4 MODEL, same feed flow and gas content
k1, k2, w_B, k_back, k_film: 10, 5, 5, 20, 4 1/s
no film: atoms per exhaust particle: 3.175
no film: F_out: 157.5 umol/s
film: exhaust mole fraction of AB4: 0.3101
film: exhaust mole fraction of AB3: 0.1843
film: exhaust mole fraction of AB2: 0.08736
film: exhaust mole fraction of B: 0.2641
film: exhaust mole fraction of B2: 0.1542
film: A atoms per exhaust particle: 0.5817
film: B atoms per exhaust particle: 2.54
film: F_out from B balance: 157.5 umol/s
film: F_out, integrated balances: 157.5 umol/s
film: A deposition from A balance: 8.406 umol/s
film: A deposition, wall rate: 8.406 umol/s
film: F_out misread from A balance: 171.9 umol/s
```
